Effective defect formation energy for a Gaussian spread of amorphous sites

A supercell of an amorphous oxide offers many different sites for an oxygen vacancy, and each has its own formation energy. Once some dozens have been computed, one must decide what to do with them: insert their mean into a Boltzmann factor, average the Boltzmann factors, or use the mean together with the variance. At an anneal temperature the first two choices can differ by orders of magnitude in concentration, and the second can fail because the cell is too small. The decision rests on how the spread of site energies enters the concentration.

**The model and the result**

Let site i have formation energy E_i, defined as the energy of the network with a vacancy there, minus the energy without it, plus the chemical potential of the oxygen atom released to the reservoir. A low E_i favours the vacancy. The network is frozen, while the vacancies equilibrate with the reservoir. Each site holds at most one vacancy, vacancies do not interact, and they are neutral. Over the sites, E follows the Gaussian

g(E) = exp[−(E − m)²/(2s²)] / (s√(2π)),

with mean m and standard deviation s. With N_s sites per volume, temperature T, Boltzmann constant k and β = 1/(kT), the dilute concentration is

c = N_s exp(−βE_eff),  E_eff = m − s²/(2kT).

This equation for c defines E_eff. It is a statement about the concentration at one temperature; the slope of an Arrhenius plot is a different energy, found below.

**First derivation: averaging the occupancy**

An independent site has two states, with statistical weights 1 (no vacancy) and e^(−βE) (vacancy). Its mean occupancy is the second weight divided by the sum:

f(E) = e^(−βE) / (1 + e^(−βE)).

The concentration is N_s⟨f⟩, where ⟨ ⟩ is the average over g. If the sites that contribute have e^(−βE) ≪ 1, the denominator may be replaced by 1:

c ≈ N_s⟨e^(−βE)⟩.

To evaluate the average, put y = E − m. The exponent of the integrand is

−y²/(2s²) − βy − βm.

Since (y + βs²)²/(2s²) = y²/(2s²) + βy + β²s²/2, this exponent equals

−(y + βs²)²/(2s²) + β²s²/2 − βm.

The first term is a Gaussian of unchanged width, which integrates to 1 with the prefactor of g. Therefore

⟨e^(−βE)⟩ = exp(−βm + β²s²/2).

Setting this equal to exp(−βE_eff) and dividing the exponent by −β gives E_eff = m − βs²/2, which is the stated result.

The size of the dropped denominator can be bounded. With x = e^(−βE), the error at one site is x − x/(1 + x) = x²/(1 + x), which lies between 0 and x². Replacing β by 2β in the average gives ⟨x²⟩ = exp(−2βm + 2β²s²). Dividing by ⟨x⟩ yields

0 < 1 − ⟨f⟩/⟨x⟩ < exp(−βm + 3β²s²/2).

The bound reaches 1, and so loses all force, at kT = 3s²/(2m). The dilute law needs more than a large mean energy: the spread must also be small enough that the low tail is not filled.

**Second derivation: energy gained against sites lost**

The same result follows from minimising a free energy, without evaluating the average of e^(−βE). Divide the sites of a large volume V into narrow classes of energy. Class j has N_j sites and n_j vacancies, which can be placed in N_j!/[n_j!(N_j − n_j)!] ways. For large numbers, Stirling's formula gives the logarithm of this count as

N_j ln N_j − n_j ln n_j − (N_j − n_j) ln(N_j − n_j).

For n_j ≪ N_j, ln(N_j − n_j) ≈ ln N_j − n_j/N_j, so the last product is (N_j − n_j) ln N_j − n_j to first order in n_j/N_j. The logarithm becomes

n_j ln(N_j/n_j) + n_j.

Let w(E) be the normalised energy distribution of the occupied sites. Then n_j = V c w dE and N_j = V N_s g dE. The free energy per volume, energy minus T times entropy, is

F = c{A + kT[ln(c/N_s) − 1]},
A = ∫wE dE + kT D,  D = ∫w ln(w/g) dE.

Here D measures how rare the chosen sites are. At fixed c, the best w minimises A. Then ∂F/∂c = A + kT ln(c/N_s) = 0 gives c = N_s e^(−βA), so the minimum of A is E_eff.

To find it, fix the mean u of w and let g_u be the Gaussian of width s centred at u. From the two exponents,

ln(g_u/g) = [(E − m)² − (E − u)²]/(2s²) = [2E(u − m) + m² − u²]/(2s²).

Averaging over w replaces E by u, and the bracket becomes u² − 2um + m² = (u − m)². Hence

D = ∫w ln(w/g_u) dE + (u − m)²/(2s²).

The remaining integral cannot be negative: ln z ≤ z − 1 with z = g_u/w gives ∫w ln(g_u/w) dE ≤ ∫(g_u − w) dE = 0. It vanishes for w = g_u. The occupied sites therefore have the same width s as the whole set, and what remains is to minimise

A(u) = u + kT(u − m)²/(2s²).

The derivative 1 + kT(u − m)/s² vanishes at

u = E* = m − s²/(kT).

The rarity term is then kT(s²/kT)²/(2s²) = s²/(2kT), so

E_eff = E* + s²/(2kT) = m − s²/(2kT).

This explains the factor of two. The vacancies move to sites that are lower on average by s²/(kT), but half of that gain is given back because such sites are scarce.

**What each derivation assumes**

Both assume a frozen network, independent sites, fixed reservoir conditions and a Gaussian that holds to about two widths s below E*, because the occupied sites are spread around E* with width s. They differ in what else they require and in what they show.

The first derivation needs no large numbers. For any finite list of energies, the sum of f(E_i) is the mean number of vacancies. It also starts from the full occupancy, so the error made by dropping the denominator can be bounded. For another site distribution, only the average has to be recomputed.

The second derivation assumes many sites and many vacancies in each energy class that matters, and few vacancies per site there. It says which sites are used and what their scarcity costs. It also shows what a small cell lacks: if the cell has no sites near E*, the minimum at E* is not available to it.

**The Arrhenius slope**

For constant m and s, ln(c/N_s) = −βm + β²s²/2, so

−d ln c/dβ = m − βs² = m − s²/(kT) = E*.

The slope is lowered by twice as much as E_eff. The tangent to the Arrhenius curve, continued to β = 0, has the intercept

ln c + βE* = ln N_s − β²s²/2.

It therefore suggests a site density too small by the factor exp(−β²s²/2). Combining the measured slope with the true N_s would overestimate c by the inverse factor.

If the mean depends on temperature as m = h − Tσ, with constant h and σ, then βm = βh − σ/k and the slope becomes h − s²/(kT). A gas reservoir at fixed pressure also makes m depend on temperature, so its contribution to d(βm)/dβ must be included before a measured slope is interpreted.

**Numbers for an annealed oxide film**

Take m = 1.0 eV, s = 0.15 eV, N_s = 5×10²² cm⁻³ and T = 600 K, so that kT = 0.0517 eV and s/(kT) = 2.90. The lowering is

s²/(2kT) = 0.0225/(2 × 0.0517) = 0.218 eV,

and E_eff = 0.782 eV. The concentration rises from 1.99×10¹⁴ cm⁻³ without spread to 1.34×10¹⁶ cm⁻³, a factor of 67. The occupied sites have a mean energy of 0.565 eV, which is also the dilute Arrhenius slope. The tangent's apparent site density is 0.015 of the true one.

The error bound at 600 K is 0.12 % of the dilute concentration; the full average lies 0.09 % below it. On cooling in hypothetical equilibrium, with m and s held fixed, the law fails in stages. At 400 K the full concentration is 1.6 % below the dilute one, although the bound is 55 %. At 300 K it is 20 % below, and at 200 K it is only 2.3 % of the dilute value. The bound reaches 1 at 392 K, and E* reaches zero at 261 K. Below that temperature the formula places its typical vacancy on a site with negative formation energy, where e^(−βE) exceeds 1 and cannot be an occupancy.

In the opposite limit, s ≪ kT, the factor exp[s²/(2k²T²)] tends to 1 and the mean energy alone suffices.

**Which estimator to use in a finite cell**

Suppose a cell offers M independent sites. The direct average of x = e^(−βE) has the correct expectation, and its relative variance is

(⟨x²⟩/⟨x⟩² − 1)/M = [exp(β²s²) − 1]/M.

The exponential is the square of the gain factor, 67.2² ≈ 4520. For M = 64 the relative standard error is therefore √(4520/64) ≈ 8.4, or 840 % of the true average. A relative standard error of 50 % would need about 4520/0.25 ≈ 18,000 sites. This variance comes from very rare sites near m − 2s²/(kT), 5.8 widths below the mean and beyond the range where the Gaussian was assumed to hold. Cutting the tail two widths below E* moves E_eff by only 0.001 eV but lowers these figures to about 370 % and 3,500 sites. The typical error is smaller than the standard error: with 1,000 Gaussian sites, nearly 80 % of cells already lie within 50 % of the true average. On average, one site in 538 lies at or below E*, so most cells of 64 sites contain none.

In 20,000 random cells of 64 Gaussian energies, the direct average gave a median effective energy of 0.824 eV, against the true 0.782 eV. It was too high in 80 % of the cells. Rare cells with a very low site restore the correct expectation of the concentration.

The alternative uses the sample mean Ē and the unbiased sample variance v:

Ê = Ē − v/(2kT).

Its expectation is E_eff. For Gaussian samples, Ē and v are independent, with variances s²/M and 2s⁴/(M − 1), so

var(Ê) = s²/M + β²s⁴/[2(M − 1)].

For 64 sites the terms are 0.00035 and 0.00150 eV², giving a standard error of 0.043 eV. The random cells gave the same value to two digits, and an average of 0.782 eV. An error of 0.043 eV still changes the concentration by a factor of e^(0.043/0.0517) ≈ 2.3. Because the exponential is convex, Ê is unbiased as an energy but not as a concentration: for 64 sites, exp(−βÊ) averages about 1.45 times the true value.

The advantage over the direct average is mainly one of centring. The direct values run from 0.728 to 0.887 eV between the 5th and 95th percentiles, a range of 0.16 eV, while a normal distribution with a standard error of 0.043 eV would have a range of about 0.14 eV. For these parameters, the mean and variance are the better choice if the Gaussian shape is credible. Site energies in a real cell may be positively correlated, in which case 64 energies carry less information than assumed here.

**How much the shape matters**

The result draws on a tail that a small sample hardly sees. If the Gaussian is cut off below m − ts and renormalised, completing the square as before leaves the shifted Gaussian integrated over E > m − ts. With Φ the cumulative distribution of a standard normal variable, the effective energy changes by

−kT ln[Φ(t − βs)/Φ(t)].

For t = 3 this is +0.032 eV, measured from the m and s of the uncut Gaussian; measured from the mean and variance of the cut distribution itself, it is +0.028 eV.

For an asymmetric distribution, the expansion of the logarithm in cumulants begins

ln⟨e^(−βE)⟩ = −βm + β²s²/2 − β³κ₃/6 + …,

where κ₃ = ⟨(E − m)³⟩. The leading change in E_eff is +β²κ₃/6. A skewness κ₃/s³ of +0.3 gives +0.063 eV by this estimate, while a gamma distribution with that skewness and the same mean and width gives +0.048 eV. Its mirror image, with the longer tail at low energy, gives −0.095 eV in the dilute average. For that shape 19 % of the dilute weight falls on sites with negative energy, so the dilute form no longer holds well; with the full occupancy the shift is −0.083 eV. Higher cumulants therefore matter at this spread.

An error in the width also counts: a width 10 % larger lowers E_eff by a further 0.046 eV.

**Charged vacancies**

The result changes if vacancies are doubly charged and supply all the free electrons. Let E now be the formation energy of the charged vacancy with the Fermi level at the conduction band edge, and let E_F be the Fermi level measured from that edge. The site energy becomes E + 2E_F. For a nondegenerate band with effective density of states N_c, the electron density is n = N_c e^(βE_F), so e^(−2βE_F) = (N_c/n)² and

c = N_s e^(−βE_eff)(N_c/n)².

Neutrality requires n = 2c, hence

n³ = 2N_s N_c² e^(−βE_eff).

The cube root turns the gain exp(β²s²/2) into exp(β²s²/6). More vacancies raise the Fermi level, and this makes further vacancies more costly.

With the same m and s, and a rough electron mass of 0.35 free-electron masses, N_c = 1.47×10¹⁹ cm⁻³. The dilute gain is 4.07 instead of 67. With full site occupancy it is 4.03, and n = 1.78×10¹⁸ cm⁻³. This is 0.12 of N_c, so the nondegenerate form is reasonable to a few percent: Fermi–Dirac statistics for a parabolic band give n = 1.73×10¹⁸ cm⁻³ and a gain of 3.95. Coulomb interactions among the vacancies and electrons are neglected, however. At this density a rough Debye–Hückel estimate, with a relative permittivity of 10 to 16, lowers the energy of the vacancy by 0.06 to 0.12 eV, and that of the vacancy with its two electrons by 0.09 to 0.19 eV, which is not small compared with kT. Fed back into the neutrality condition, this lowering raises n by a factor of about 2.6 at a permittivity of 16, while at 10 the point-charge formula has no self-consistent solution and is outside its range. The values of n and of the gain therefore describe non-interacting charges and are only rough guides to a real film.

**Beside a real film**

The parameters are rough, illustrative values for oxygen vacancies in amorphous indium gallium zinc oxide under oxygen-poor conditions, annealed at 600 K, or 327 °C. The outcome depends strongly on the width. The full concentration is already 15 % below the dilute one at s = 0.20 eV and less than half of it at s = 0.23 eV. At s = 0.30 eV, s²/(kT) would be 1.74 eV, E* would be negative, and the dilute law would not apply. A channel of 10 µm × 10 µm × 40 nm has 2×10¹¹ oxygen sites and, in the neutral model, about 54,000 vacancies. Its relative error from site sampling is about 10⁻⁴, so the tail is well sampled there even though most 64-site cells miss it. The thermal counting fluctuation of the vacancy number, 1/√54,000 ≈ 4×10⁻³, is much larger. The typical vacancy spacing, taken as c^(−1/3), is 42 nm, which supports neglecting short-range interactions unless the low-energy sites cluster. In a real device the vacancies may be charged, contrary to the neutral model: in the charged model, c = n/2 = 8.9×10¹⁷ cm⁻³, about 66 times the neutral value, if the same 1.0 eV is assigned to the charged vacancy at the band edge and Coulomb interactions are neglected. A film may also retain vacancies from deposition instead of reaching equilibrium; the size of that departure depends on its history and cannot be obtained from this model. The values of the main example are in the numerical output.

Computed values

```
Mean formation energy: 1.000 eV
Standard deviation of site energies: 0.150 eV
Anneal temperature: 600 K
Oxygen site density: 5.00e+22 cm^-3
Thermal energy kT: 0.05170 eV
Spread over kT: 2.9011 (no unit)
Lowering s^2/(2kT): 0.2176 eV
Effective formation energy: 0.7824 eV
Vacancy density without spread: 1.992e+14 cm^-3
Vacancy density with spread: 1.340e+16 cm^-3
Gain from spread: 67.24 (no unit)
Mean energy of occupied sites: 0.5648 eV
Width of occupied-site energies: 0.1500 eV
Entropy cost of rare sites: 0.2176 eV
Arrhenius slope, dilute: 0.5648 eV
Arrhenius slope, full occupancy: 0.5650 eV
Apparent / true site density: 0.01487 (no unit)
600 K: E_eff law 0.7824 eV, full 0.7825 eV
600 K: full/dilute density 0.99907, error bound 1.211e-03 (no unit)
400 K: E_eff law 0.6736 eV, full 0.6742 eV
400 K: full/dilute density 0.98357, error bound 5.458e-01 (no unit)
300 K: E_eff law 0.5648 eV, full 0.5707 eV
300 K: full/dilute density 0.79553, error bound 1.356e+05 (no unit)
200 K: E_eff law 0.3472 eV, full 0.4122 eV
200 K: full/dilute density 0.02309, error bound 1.403e+24 (no unit)
Temperature where error bound is one: 391.7 K
Temperature where dominant energy is zero: 261.1 K
Sites in simulation cell: 64 (count)
Sites per one at or below dominant energy: 538 (count)
Cell, relative error of direct average: 8.40 (no unit)
Cell, direct E_eff, median: 0.8239 eV
Cell, direct E_eff, 5 to 95 percent: 0.7281 to 0.8866 eV
Cells with direct E_eff too high: 79.9 percent
Cell, E_eff from mean and variance, average: 0.7822 eV
Cell, its standard error by formula: 0.0431 eV
Cell, its standard error sampled: 0.0427 eV
Sites in transistor channel: 2.00e+11 (count)
Vacancies in channel: 5.358e+04 (count)
Channel, relative site-sampling error: 1.50e-04 (no unit)
E_eff shift, cutoff at 3 widths: +0.0318 eV
E_eff shift, skewness +0.3: +0.0478 eV
E_eff shift, skewness -0.3: -0.0951 eV
Third-cumulant estimate, skewness +0.3: +0.0631 eV
Extra lowering if width is 10 percent larger: 0.0457 eV
Mean vacancy distance: 42.1 nm
Electron mass for charged case: 0.35 m_e
Band density of states: 1.470e+19 cm^-3
Charged case, electron density, dilute: 1.795e+18 cm^-3
Charged case, electron density, full: 1.780e+18 cm^-3
Charged case, gain from spread, dilute: 4.066 (no unit)
Charged case, gain from spread, full: 4.032 (no unit)
```
